Loss of Active Sites in Molecular Layer Deposition with Bifunctional Molecules

**1. What goes wrong without the correct count**

In the form of molecular layer deposition treated here, a surface is exposed in turn to two kinds of molecule, each with two reactive ends. One end anchors the molecule and the other is meant to stay free for the next dose. If the second end also reacts with the surface, the molecule forms a bridge and the chain stops there.

It is tempting to say that if a fraction q of the molecules bridges, then a fraction 1−q of the sites survives. Take a film in which 0.5% of one molecule and 2% of the other form bridges. After 50 cycles this rule leaves 28% of the sites, whereas the correct count for the same fractions leaves 8%. The rule misses that a bridge uses up two old sites, not one.

**2. Definitions and assumptions**

Let S be the number of active ends per unit area just before a dose. One cycle consists of a dose of A followed by a dose of B. The assumptions are:

- Each dose saturates: every active end present reacts.
- No site is regenerated or added.
- Molecules of the same kind do not react with each other.
- The fraction of attached molecules that bridge, q_A or q_B, is the same in every cycle.

The last assumption is examined in section 7. The fraction q counts molecules, not sites.

**3. Balance for one dose**

Let m molecules attach per unit area. A fraction b of them bridges two sites. A further fraction d is anchored by one end while the other end is deactivated without using a site, for example by a reaction with an impurity. The remaining fraction 1−b−d is anchored by one end and keeps the other active.

A bridging molecule uses two old sites and every other molecule uses one. Since all old sites react,

S = 2bm + (1−b)m = (1+b)m.

New active ends come from the last group alone:

S′ = (1−b−d)m.

Dividing the second equation by the first removes m:

S′/S = (1−b−d)/(1+b).  (1)

For pure bridging, b = q and d = 0, so that

S′/S = (1−q)/(1+q).  (2)

The numerator records the missing new ends. The denominator records that fewer molecules are needed to use up the old sites.

The factor 1−q is correct for two other meanings of q. In the first, q counts sites. The fraction of old sites that end in bridges is

p = 2qm/S = 2q/(1+q),

and therefore

1−p = (1+q−2q)/(1+q) = (1−q)/(1+q).

The surviving fraction is thus 1−p, with p in place of q. In the second, there are no bridges and the loss is due to dead ends: b = 0 in equation (1) gives 1−d. If one dose per cycle is lossy in either of these senses, with a constant fraction, the site density falls as (1−p)^N or (1−d)^N after N cycles.

For q = 0.30 the difference is plain. The site fraction lost is 0.60/1.30 = 0.4615, and 0.5385 of the sites survive, not 0.70.

**4. A finite number of sites**

The balance treats q as a fixed fraction. If instead each molecule bridges with probability q, the last site of a dose may find no partner. To see how much this matters, let E_n be the expected number of new ends when n old sites react one molecule at a time, any two sites being able to form a bridge.

With probability 1−q the first molecule gives one new end and leaves n−1 old sites. With probability q it gives none and leaves n−2. Hence, for n ≥ 2,

E_n = (1−q)(1+E_{n−1}) + qE_{n−2}, with E_0 = 0 and E_1 = 1.

Try a part proportional to n, E_n = cn:

cn = (1−q) + (1−q)c(n−1) + qc(n−2)
 = cn + (1−q) − c[(1−q)+2q].

The bracket is 1+q, so c = (1−q)/(1+q), which is the factor in equation (2).

The remainder obeys the recursion without its constant term. Inserting λⁿ gives

λ² − (1−q)λ − q = (λ−1)(λ+q) = 0,

so λ = 1 or λ = −q, and

E_n = cn + K + L(−q)ⁿ.

The condition E_0 = 0 gives L = −K. The condition E_1 = 1 gives c + K(1+q) = 1. Since 1−c = 2q/(1+q), it follows that K = 2q/(1+q)², and

E_n = n(1−q)/(1+q) + 2q[1−(−q)ⁿ]/(1+q)².

For 0 ≤ q < 1 the bracket is at most 1+q, so the second term is at most 2q/(1+q), which is less than one site. It is negligible on a surface with many sites.

**5. Many cycles and several components**

The ends left by A are the sites for B. The factors of the two doses therefore multiply:

R = [(1−q_A)/(1+q_A)] [(1−q_B)/(1+q_B)],

S_N = S_0 R^N.  (3)

Because ln[(1−q)/(1+q)] = −2 artanh q, the same result reads

S_N = S_0 exp[−2N(artanh q_A + artanh q_B)].

For small fractions artanh q ≈ q, and the decay rate per cycle is 2(q_A+q_B). The uncorrected rule has a rate of about q_A+q_B, half as large. The ratio of its prediction to the correct one is [(1+q_A)(1+q_B)]^N, which grows with the number of cycles.

The number of cycles after which half the sites remain follows from R^N = 1/2:

N_half = ln 2/(−ln R).

A longer sequence of different bifunctional molecules has one factor (2) for each dose, as long as each dose reacts with all the ends left by the previous one.

The loss can be offset by mixing molecules with three reactive ends into a dose. Let t be their fraction among the attached molecules. Suppose that they bridge with the same probability b, never attach by all three ends, and find room for the extra chains. Each then leaves one more active end than a bifunctional molecule in the same situation, so

S′/S = (1−b+t)/(1+b).

The site density is held constant when 1−b+t = 1+b, that is, when t = 2b.

**6. Composition and thickness**

At the start of a cycle with site density S, the amount of A attached is

m_A = S/(1+q_A).

It leaves (1−q_A)m_A active ends, so the amount of B is

m_B = (1−q_A)m_A/(1+q_B),

m_B/m_A = (1−q_A)/(1+q_B).

This ratio does not contain S. With constant bridging fractions the film gets thinner layers from cycle to cycle, but its composition stays the same.

Let each molecule add a fixed volume, v_A or v_B, to a dense film. The first cycle adds

h_1 = [S_0/(1+q_A)] [v_A + v_B(1−q_A)/(1+q_B)].

Each later cycle adds R times as much as the one before. The geometric sum is

h_N = h_1(1+R+…+R^{N−1}) = h_1(1−R^N)/(1−R).

For R < 1 the thickness approaches h_1/(1−R). In this model, no number of further cycles can take the film beyond that limit.

**7. When the bridging fraction is not constant**

A free end can bridge only if an unreacted site lies within its reach a. As sites disappear, partners become scarce and q falls.

Assume randomly placed sites, and let a newly anchored molecule try to bridge with a small probability w. It succeeds if an unreacted site is within reach. At the start of the dose the mean number of neighbours in reach is

z = πa²S.

Sites react in random order. When a fraction x of them is still unreacted, the number of available partners has a Poisson distribution with mean zx, and the chance of at least one is 1−e^{−zx}. Since bridges are rare, x runs uniformly from 1 to 0 during the dose. The average chance is

α(z) = ∫₀¹ (1−e^{−zx}) dx = 1 − (1−e^{−z})/z,

and q(S) = wα(z).

Dense sites, z ≫ 1, give α ≈ 1−1/z. As long as the sites stay dense, the bridging fraction is nearly constant and equation (3) is a good approximation. Once losses have reduced z to a few neighbours or less, equation (3) predicts too few remaining sites. For sparse sites, e^{−z} ≈ 1−z+z²/2 gives α ≈ z/2, so q ≈ wπa²S/2. What follows depends on whether the ends can move.

*Ends that rearrange between doses.* If the positions become random again before each dose, the formula for q(S) keeps its validity. From equation (2),

1/S′ − 1/S = (1/S)[(1+q)/(1−q) − 1] = 2q/[S(1−q)].

For small S this tends to wπa². Adding the two doses, 1/S grows by

(w_A+w_B)πa²

per cycle. The site density finally falls as 1/N, not exponentially. The growth per cycle then also falls as 1/N, and the thickness increases logarithmically without a finite limit.

*Ends that stay in place.* A site with no neighbour in reach cannot bridge. Losses end when every surviving site is isolated, and S stops at a finite value. Growth then continues at a constant low rate. This case is an idealized bound: it holds only if the ends keep their lateral positions from cycle to cycle. If they drift, isolated sites meet new partners and the losses resume.

**8. Worked example: a polyurea film**

Let A be 1,4-phenylene diisocyanate and B ethylenediamine. Isocyanate and amine ends join by addition, so no mass leaves the film. The initial surface carries amine ends. The inputs are S_0 = 1.5 nm⁻², a film density of 1.3 g/cm³ (both rough), and the chosen values q_A = 0.005, q_B = 0.020 and N = 50.

The molar masses are 160.13 and 60.10 g/mol. Dividing by density and by the Avogadro constant gives the volume per molecule:

v_A = 0.2045 nm³, v_B = 0.0768 nm³.

The dose factors are

0.995/1.005 = 0.99005 and 0.980/1.020 = 0.96078.

Hence

R = 0.99005 × 0.96078 = 0.9512,

S_50/S_0 = R⁵⁰ = 0.082.

About 0.12 active ends per nm² remain, and the half-life is 13.9 cycles. The uncorrected rule gives (0.995 × 0.980)⁵⁰ = 0.283, too large by a factor of 3.45.

The molecular ratio B/A is 0.995/1.020 = 0.975. The first cycle adds 0.417 nm, and the thickness after 50 cycles is

h_50 = 0.417 nm × (1−0.082)/(1−0.9512) ≈ 7.8 nm.

Without site loss it would be 21.1 nm. The limiting thickness is 8.6 nm, so the film has already reached 92% of it.

A simulation that attached molecules one by one to 60,000 initial sites, with these bridging probabilities and no spatial restriction, left a fraction 0.083 of the sites. It gave a thickness of 7.9 nm and a ratio B/A of 0.976. The differences from the formulas are about 1% or less and lie within the tolerances of the test.

**9. Size of the neglected effects**

Each effect is added separately, with the other settings held fixed.

*Scarcity of partners.* Take one reach for both molecules, although the diamine is much the shorter: 1.0 nm, a rough value for the molecule's length plus the sway of its chain. Initially z = π × 1.0² × 1.5 = 4.71 and α = 0.790. A direct count on 60,000 randomly placed sites, without bridges, also gave 0.790. To keep the bridging fractions at their chosen values at the initial density, the attempt probabilities must be

w_A = 0.005/0.790 = 0.0063, w_B = 0.020/0.790 = 0.0253.

With rearranging ends, repeated use of q(S) leaves a fraction 0.184 after 50 cycles, and the spatial simulation also gives 0.184. This is more than twice the constant-q value. By then z = 4.71 × 0.184 = 0.87 and α = 0.33, so the bridging fractions have fallen to about 42% of their initial values. The simulated thickness is 9.1 nm. At very late times the calculated growth of 1/S is 0.0995 nm² per cycle, in agreement with (0.00633+0.02533) × π × 1.0².

With ends that stay in place, the fraction left after 50 cycles is 0.206 and the thickness is 9.3 nm. In that simulation the last pair within reach had disappeared after 334 cycles, with 0.128 of the sites surviving. Sites isolated from the start account for little of this: their expected fraction is e^{−4.71} = 0.009. Most survivors became isolated when their neighbours were lost. From then on each cycle adds about 0.128 × 1.5 × (0.2045+0.0768) = 0.054 nm. A fully extended repeat unit of this chain is about 1.4 nm long, far more than this rise and more than the first-cycle growth. In a dense film the chains must therefore tilt or coil, and their ends shift sideways in every cycle. Fixed ends are thus unlikely for this film, and the plateau should not be expected in it.

*Regeneration.* Let g new sites per unit area appear in each cycle, for instance on molecules retained in the film:

S_{N+1} = RS_N + g.

The steady value satisfies S* = RS* + g, so S* = g/(1−R). Subtracting the two equations gives S_{N+1}−S* = R(S_N−S*), and therefore

S_N = S* + R^N(S_0−S*).

For g = 0.010 nm⁻² per cycle, S* = 0.205 nm⁻². After 50 cycles S is 0.311 nm⁻², about 2.5 times the value without regeneration. Holding the initial density would require g = (1−R)S_0 = 0.073 nm⁻² per cycle.

*Incomplete doses.* Suppose that each dose misses 5% of the ends it could react with. Missed ends wait for the next suitable dose and are assumed not to react with their neighbours meanwhile. The total fraction of active ends after 50 cycles is then 0.105 instead of 0.082. The reason is delay. A site is missed on average 0.05/0.95 = 0.053 times before it reacts, and each miss costs two doses. One reaction thus takes 1.105 doses on average. For weak losses the exponent is reduced by this factor, from 2.50 to 2.26, and e^{−2.26} = 0.104. The slower loss does not raise the limiting thickness. At first fewer molecules attach in each dose than with complete doses; later more do, because more ends are left. Every end still reacts eventually, with the same bridging fractions, so the total amount attached after very many cycles is the same.

**10. Reading the result for a real film**

The first-cycle growth of 0.42 nm follows from the chosen site density, which is a rough value and not a measured count. The bridging fractions are not measured either, and they decide the outcome. A real process can break the assumptions of constant q, no regeneration and full saturation. For the numbers used here, each of these changes alone moves the surviving fraction from 8% to between 10% and 21%. Their combined effect was not calculated.

Equation (3) also gives a limit for design. If S is to fall by no more than 10% in N cycles, small bridging fractions must satisfy

2N(q_A+q_B) ≤ −ln 0.90 = 0.105.

For 50 cycles, q_A+q_B must not exceed about 0.001, or one bridge per thousand molecules when the two fractions are added. This holds for saturating doses, constant fractions and no regeneration. Conversely, if a film made with saturating doses keeps a steady growth per cycle over hundreds of cycles, the example's bridging fractions cannot describe it under these conditions. Within the models treated here, bridging must then be rarer from the start, or lost sites must be replaced. Scarcity of partners alone gives steady growth only in two limits. With rearranging ends, 1/S grows by about 0.0995 nm² per cycle, so a drop of less than 10% over 200 cycles needs S below about 0.006 nm⁻², where a cycle adds less than 0.002 nm. With fixed ends the isolated sites grow steadily, but only as long as the ends do not drift sideways.

The numerical output below lists the inputs and main results of sections 3, 8 and 9.

Computed values

```
initial site density S0 = 1.50 1/nm^2 (rough)
bridging fractions qA = 0.005, qB = 0.020 (chosen)
number of cycles N = 50
film density = 1.30 g/cm^3 (rough)
molar mass A = 160.13 g/mol, B = 60.10 g/mol
volume per molecule A = 0.2045 nm^3, B = 0.0768 nm^3
dose factor A = 0.99005, B = 0.96078
cycle factor R = 0.95122
half-life of the sites = 13.86 cycles
fraction of sites left after N cycles = 0.0821
site density left after N cycles = 0.1231 1/nm^2
uncorrected law, fraction left = 0.2834
uncorrected / corrected = 3.45
molecule ratio B/A in film = 0.9755
growth in first cycle = 0.4171 nm
thickness after N cycles = 7.849 nm
thickness without site loss = 21.098 nm
limiting thickness = 8.551 nm
event simulation: fraction left = 0.0828
event simulation: thickness = 7.892 nm
event simulation: ratio B/A = 0.9756
test dose q = 0.30: site fraction lost = 0.4615
test dose: surviving fraction = 0.5385
bridging reach = 1.00 nm (rough)
mean neighbours in reach at start = 4.712
availability at start, formula = 0.7897
availability at start, counted = 0.7897
attempt probabilities wA = 0.00633, wB = 0.02533
rearranging ends, formula: fraction left = 0.1838
rearranging ends, simulation: fraction left = 0.1836
rearranging ends, simulation: thickness = 9.088 nm
late growth of 1/S, iterated = 0.09945 nm^2 per cycle
late growth of 1/S, formula = 0.09946 nm^2 per cycle
frozen ends, simulation: fraction left = 0.2055
frozen ends, simulation: thickness = 9.271 nm
frozen ends, final fraction = 0.1276
frozen ends, no pair in reach after 334 cycles
regeneration g = 0.010 1/nm^2 per cycle (chosen)
with regeneration, S after N cycles = 0.3113 1/nm^2
with regeneration, steady S = 0.2050 1/nm^2
g needed to hold S0 = 0.0732 1/nm^2 per cycle
sites missed per dose = 0.05 (chosen)
incomplete doses, fraction left = 0.1046
```
